# Kramers Pairs: Degeneracy, Zero Magnetisation and Zero Current

An electron moves in a two-dimensional quantum dot with spin-orbit coupling. Its two lowest states, found by diagonalising the Hamiltonian, have the energy $0.935983\,\hbar\omega_0$ and agree with each other within $3.2\times10^{-14}\,\hbar\omega_0$. Being degenerate, the two states can be mixed freely, and the spin density and current of a single state depend on the mixture; the values below are for the pair that makes $\sigma_z$ diagonal within the doublet. At the point $x=0.5$, $y=0.3$ (in oscillator lengths $\ell_0$) each has the particle density $0.17603\,\ell_0^{-2}$. In the first of them, the one with $\langle\sigma_z\rangle=+0.64399$, the spin density there is $(-0.11980,-0.06521,+0.11127)\,\ell_0^{-2}$ and the particle current is $(+0.02389,-0.03310)\,\omega_0/\ell_0$. In the other, every one of these five components has the opposite sign. With both states filled, spin density and current vanish at every grid point examined, to about $10^{-15}$ in the same units.

No spatial symmetry of the dot is responsible. Its potential is

$$V=\tfrac12(x^2+w^2y^2)+q(x^2+y^2)^2+f(x+y),$$

with $w=1.5$, $q=0.05$, $f=0.3$. The quartic term fixes the centre, the linear term leaves at most the reflection that exchanges $x$ and $y$, and $w\neq1$ removes that one. The cause is time reversal.

## Setting and assumptions

Units are $\hbar=m=1$. A state is a two-component spinor $\psi=(a,b)^{\mathsf T}$, where $a(\mathbf r)$ and $b(\mathbf r)$ are complex functions. The Hamiltonian is

$$H=\tfrac12p^2+V(\mathbf r)+\boldsymbol\sigma\cdot(\mathbf G\times\mathbf p),\qquad \mathbf p=-i\nabla, \tag{1}$$

with $V$ and $\mathbf G$ real and $\nabla\times\mathbf G=0$. The last condition makes $H$ Hermitian: moving $\mathbf p$ to the left of $\mathbf G$ produces an extra term proportional to $\boldsymbol\sigma\cdot(\nabla\times\mathbf G)$, which must vanish. For an atom or molecule $\mathbf G=\nabla V/(4c^2)$ in atomic units. For the dot $\mathbf G=-\alpha\hat{\mathbf z}$, which gives the Rashba coupling $\alpha(\sigma_xp_y-\sigma_yp_x)$; here $\alpha=0.6$.

In density functional theory, (1) is a Kohn–Sham Hamiltonian whose $V$ includes the Hartree and exchange-correlation potentials. The essential assumption is that no magnetic field, external or exchange-correlation, and no vector potential appears.

Let $K$ be complex conjugation of the components, and define

$$T=-i\sigma_yK,\qquad -i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad T\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}-b^*\\a^*\end{pmatrix}. \tag{2}$$

$T$ is antilinear: $T(\lambda\psi)=\lambda^*T\psi$ for a complex number $\lambda$.

**Theorem.** Let $\psi$ be a normalised bound eigenstate of $H$ with energy $E$.

(a) $T\psi$ is also an eigenstate with energy $E$, and it is orthogonal to $\psi$. If the level has finite multiplicity, the multiplicity is even.

(b) If $\psi$ and $T\psi$ are both occupied, their total magnetisation and total current are zero at every point.

## Two lemmas

**Lemma 1.** At each point $(Tu)^\dagger(Tv)=(u^\dagger v)^*$. Hence $\langle Tu|Tv\rangle=\langle v|u\rangle$. Also $T^2=-1$.

*Proof.* Let $u=(a,b)^{\mathsf T}$ and $v=(c,d)^{\mathsf T}$. Then $(Tu)^\dagger=(-b,\,a)$ and $Tv=(-d^*,c^*)^{\mathsf T}$, so

$$(Tu)^\dagger(Tv)=bd^*+ac^*=(a^*c+b^*d)^*=(u^\dagger v)^*.$$

Since $(u^\dagger v)^*=v^\dagger u$, integration over space gives the second statement, which together with antilinearity is what antiunitary means. Applying (2) twice,

$$T^2\begin{pmatrix}a\\b\end{pmatrix}=T\begin{pmatrix}-b^*\\a^*\end{pmatrix}=\begin{pmatrix}-(a^*)^*\\(-b^*)^*\end{pmatrix}=-\begin{pmatrix}a\\b\end{pmatrix}.\qquad\blacksquare$$

**Lemma 2.** $T\mathbf r=\mathbf rT$, $\;T\mathbf p=-\mathbf pT$, $\;T\boldsymbol\sigma=-\boldsymbol\sigma T$, and therefore $TH=HT$.

*Proof.* Position is real and acts equally on both components, so it commutes with $T$. Conjugation turns $-i\nabla$ into $+i\nabla$, and the constant matrix $-i\sigma_y$ does not affect a derivative; this gives the sign for $\mathbf p$. For spin, $T\sigma_k=-i\sigma_y\sigma_k^*K$. The matrices $\sigma_x,\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y^*=-\sigma_y$ and $\sigma_y$ commutes with itself. In all three cases $\sigma_y\sigma_k^*=-\sigma_k\sigma_y$, so $T\sigma_k=-\sigma_kT$.

In (1), $p^2$ contains two factors of $\mathbf p$ and is unchanged, as is the real function $V$. The spin-orbit term contains one $\boldsymbol\sigma$ and one $\mathbf p$, and the two signs cancel. $\blacksquare$

A term $\mathbf B\cdot\boldsymbol\sigma$ contains a single $\boldsymbol\sigma$ and changes sign. This is why magnetic fields were excluded and spin-orbit coupling was not.

## Proof of (a): the degeneracy

Since $H$ commutes with $T$ and $E$ is real,

$$H(T\psi)=T(H\psi)=T(E\psi)=E^*\,T\psi=E\,T\psi.$$

This alone does not establish degeneracy, because $T\psi$ might be a multiple of $\psi$. Take Lemma 1 in the form $\langle u|v\rangle=\langle Tv|Tu\rangle$ with $u=\psi$ and $v=T\psi$:

$$\langle\psi|T\psi\rangle=\langle T^2\psi|T\psi\rangle=-\langle\psi|T\psi\rangle. \tag{3}$$

A number equal to its own negative is zero. As $T\psi$ has the same norm as $\psi$, it is a second, independent state.

For the multiplicity, let $\phi$ belong to the same level and be orthogonal to both $\psi$ and $T\psi$. Then $T\phi$ is in the level, and Lemma 1 gives

$$\langle T\psi|T\phi\rangle=\langle\phi|\psi\rangle=0,\qquad \langle\psi|T\phi\rangle=\langle T^2\phi|T\psi\rangle=-\langle\phi|T\psi\rangle=0.$$

So $T$ maps the part of the level orthogonal to the first pair into itself. If that part is not empty, it contains another orthogonal pair, by (3). Each removal lowers the dimension by two. The process cannot stop at dimension one, because a single remaining state would need a partner orthogonal to it. Hence a finite multiplicity is even. $\blacksquare$

**Remark 1: a finite basis.** The dot was diagonalised in real oscillator functions multiplied by spin up and spin down. This basis is closed under $T$, so the theorem also applies to the truncated matrix. The splitting inside a pair is therefore at rounding level, although the energies themselves still change by up to $1.8\times10^{-9}\,\hbar\omega_0$ when the basis grows from 16 to 20 functions per direction. The next two levels, at $1.992748$ and $2.623960\,\hbar\omega_0$, are doublets too.

**Remark 2: many electrons.** For $N$ electrons $T$ acts on every spin, and $T^2=(-1)^N$. The Coulomb repulsion is a real function of positions and commutes with $T$. For odd $N$ the proof above holds unchanged for the interacting states. For even $N$, (3) becomes $\langle\psi|T\psi\rangle=\langle\psi|T\psi\rangle$, which says nothing, and a level may be single. Localised spins with random couplings $\sigma_k\sigma_l$ between different sites, which are even under $T$, show both cases. With three spins the levels pair to within $3.6\times10^{-15}$ coupling units; with four, the smallest spacing between levels is $0.31$.

## Proof of (b), first part: the magnetisation

The spin density of one state is $\mathbf s=\psi^\dagger\boldsymbol\sigma\psi$, and its magnetisation is $-\mu_B\mathbf s$ for a $g$-factor of 2. Add the $2\times2$ matrices formed at one point from $\psi$ and $T\psi$:

$$\psi\psi^\dagger+(T\psi)(T\psi)^\dagger=
\begin{pmatrix}|a|^2&ab^*\\ba^*&|b|^2\end{pmatrix}+
\begin{pmatrix}|b|^2&-ab^*\\-ba^*&|a|^2\end{pmatrix}
=\rho\begin{pmatrix}1&0\\0&1\end{pmatrix}, \tag{4}$$

where $\rho=|a|^2+|b|^2$ is the density of either state. Because $\psi^\dagger\sigma_k\psi=\operatorname{tr}(\sigma_k\psi\psi^\dagger)$, the spin density of the pair is $\rho\operatorname{tr}\sigma_k=0$ for $k=x,y,z$. The particle density is the trace of (4), which is $2\rho$. $\blacksquare$

The cancellation is between two fully polarised densities. For a single spinor,

$$s_x=2\operatorname{Re}(a^*b),\quad s_y=2\operatorname{Im}(a^*b),\quad s_z=|a|^2-|b|^2,$$

$$|\mathbf s|^2=4|a|^2|b|^2+(|a|^2-|b|^2)^2=(|a|^2+|b|^2)^2=\rho^2.$$

At the probe point this reads

$$\sqrt{0.11980^2+0.06521^2+0.11127^2}=0.1760,$$

which is the density of that state. The direction of $\mathbf s$ may vary from point to point, which is what noncollinear means. The partner has the opposite direction at each point.

## Proof of (b), second part: the current

With spin-orbit coupling the velocity is not simply $\mathbf p$. From $[p_l,r_i]=-i\delta_{li}$, and with $\epsilon_{kjl}$ the antisymmetric symbol and repeated indices summed,

$$i[\tfrac12p^2,r_i]=p_i,\qquad i[\epsilon_{kjl}\sigma_kG_jp_l,\,r_i]=\epsilon_{kji}\sigma_kG_j=(\boldsymbol\sigma\times\mathbf G)_i .$$

So $\mathbf v=i[H,\mathbf r]=\mathbf p+\boldsymbol\sigma\times\mathbf G$. The particle current is $\operatorname{Re}\psi^\dagger\mathbf v\psi$, and $\operatorname{Re}(-i z)=\operatorname{Im}z$ gives

$$\mathbf j=\operatorname{Im}(\psi^\dagger\nabla\psi)+\mathbf s\times\mathbf G. \tag{5}$$

This current conserves particles. The equation $\partial_t\psi=-iH\psi$ implies $\partial_t\rho=2\operatorname{Im}(\psi^\dagger H\psi)$. The real potential $V$ contributes nothing. The kinetic term contributes $-\operatorname{Im}(\psi^\dagger\nabla^2\psi)=-\nabla\cdot\operatorname{Im}(\psi^\dagger\nabla\psi)$, since $\nabla\psi^\dagger\cdot\nabla\psi$ is real. The spin-orbit term equals $\mathbf A\cdot\mathbf p$ with $\mathbf A=\boldsymbol\sigma\times\mathbf G$, and contributes

$$-2\operatorname{Re}(\psi^\dagger\mathbf A\cdot\nabla\psi)=-\nabla\cdot(\psi^\dagger\mathbf A\psi)+\psi^\dagger(\nabla\cdot\mathbf A)\psi=-\nabla\cdot(\mathbf s\times\mathbf G),$$

because $\nabla\cdot\mathbf A=-\boldsymbol\sigma\cdot(\nabla\times\mathbf G)=0$. Together, $\partial_t\rho=-\nabla\cdot\mathbf j$.

Now insert $T\psi$ in the first term of (5):

$$\operatorname{Im}\left[(T\psi)^\dagger\nabla(T\psi)\right]=\operatorname{Im}(b\nabla b^*+a\nabla a^*)=-\operatorname{Im}(b^*\nabla b+a^*\nabla a),$$

where the last step uses $\operatorname{Im}z^*=-\operatorname{Im}z$. This is minus the value for $\psi$. The second term of (5) is reversed because $\mathbf s$ is. Hence $\mathbf j$ vanishes for the filled pair at every point. The magnetisation also carries a charge current proportional to $\nabla\times\mathbf s$; for the pair it is zero because $\mathbf s$ is zero everywhere, not merely at one point. $\blacksquare$

In the dot $\mathbf s\times\mathbf G=\alpha(-s_y,s_x)$. For the first state at the probe point, in units of $\omega_0/\ell_0$,

$$\mathbf s\times\mathbf G=0.6\,(0.06521,-0.11980)=(0.03913,-0.07188),$$

$$\mathbf j=(-0.01524,0.03878)+(0.03913,-0.07188)=(0.02389,-0.03310).$$

The spin-orbit part is the larger one here and changes the sign of both components of the flow. It cannot be omitted: a stationary state must have $\nabla\cdot\mathbf j=0$. Over 40 sample points the largest divergence is $1.4\times10^{-7}\,\omega_0/\ell_0^2$ for the full current, but $0.030$ for its first term alone. The numerical check tests this, and takes the pair sums from eigenvectors on which no pairing was imposed.

**Remark 3: choice of states.** A diagonalisation may return any orthonormal mixture $\psi_i'=\sum_j\psi_jU_{ji}$ of the pair, with $U$ unitary. The sums do not change. For any operator $O$ acting on the spinors,

$$\sum_i\psi_i'^\dagger O\psi_i'=\sum_{jk}\Big(\sum_iU_{ji}^*U_{ki}\Big)\psi_j^\dagger O\psi_k=\sum_j\psi_j^\dagger O\psi_j .$$

Taking $O=\sigma_k$ or $O=\nabla$ covers both results.

**Remark 4: four components.** The Dirac Hamiltonian is $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$. Let $T$ act as in (2) on the upper and on the lower spinor. The matrices $\boldsymbol\alpha$ contain one $\boldsymbol\sigma$ in each nonzero block and change sign, as does $\mathbf p$, while $\beta$ is unchanged; so the Hamiltonian commutes with $T$, and (a) follows as before. For a Hermitian matrix $M$ with $TM=-MT$, Lemma 1 gives

$$(T\psi)^\dagger M(T\psi)=-(T\psi)^\dagger T(M\psi)=-(\psi^\dagger M\psi)^*=-\psi^\dagger M\psi .$$

This applies to the current $c\,\psi^\dagger\boldsymbol\alpha\psi$ and to the magnetisation density $\psi^\dagger\beta\boldsymbol\Sigma\psi$, where $\boldsymbol\Sigma$ is $\boldsymbol\sigma$ on both spinors. Both cancel in a filled pair.

## What survives, and what breaks the result

**Spin currents.** The flow of spin component $k$ in direction $i$ is the real part of $\psi^\dagger\tfrac12(\sigma_kv_i+v_i\sigma_k)\psi$. Its part with $\sigma_kp_i$ contains two sign changes, so $\sigma_kp_i$ commutes with $T$, and

$$\operatorname{Re}\left[(T\psi)^\dagger\sigma_kp_i(T\psi)\right]=\operatorname{Re}(\psi^\dagger\sigma_kp_i\psi)^*=\operatorname{Re}(\psi^\dagger\sigma_kp_i\psi).$$

The spin-orbit part reduces to $\epsilon_{ikj}G_j\rho$, because $\tfrac12(\sigma_k\sigma_l+\sigma_l\sigma_k)=\delta_{kl}$, and $\rho$ is the same for both states. The partners' spin currents therefore add. In the dot the largest component for the filled pair is $0.092\,\omega_0/\ell_0$. Zero current means no net flow of particles; opposite spins may still flow in opposite directions.

**A Zeeman field.** Add $b\sigma_z$ to $H$. This is only the spin part of a magnetic field. A real field perpendicular to the dot also replaces $\mathbf p$ by $\mathbf p+e\mathbf A$ in the kinetic and spin-orbit terms, which splits the doublet at the same order in the field; for $g=2$ and the free-electron mass the splitting at $b=0.01\,\hbar\omega_0$ is then about $0.0095\,\hbar\omega_0$ instead of the value below, and in semiconductor dots with a small effective mass the orbital part can dominate. Choose $\psi$ in the lowest doublet so that $\sigma_z$ is diagonal there. Its orthogonal partner is $T\psi$, with the opposite expectation value, so to first order the energies shift by $\pm b\langle\sigma_z\rangle$. With $\langle\sigma_z\rangle=0.64399$ and $b=0.01\,\hbar\omega_0$ the predicted splitting is

$$2\times0.01\times0.64399\,\hbar\omega_0=0.01288\,\hbar\omega_0,$$

and diagonalisation gives the same value to these digits. At $b=0.1\,\hbar\omega_0$ the two lowest states together have a spin density with components up to $0.033\,\ell_0^{-2}$.

Breaking $T$ permits such a density but does not guarantee it. Without spin-orbit coupling, $b\sigma_z$ commutes with $H$. As long as the splitting $2b$ is smaller than the gap to the next orbital, the two lowest states share one orbital with spins up and down, and their spin densities still cancel. With the orbital part of a real field included, that shared orbital carries a current, so the particle current of the two states does not cancel.

**Self-consistency.** Suppose all occupied Kohn–Sham levels are filled pairs. Then $\mathbf m=0$ everywhere. If the exchange-correlation energy is even and smooth in $\mathbf m$, its derivative at $\mathbf m=0$, the field $\mathbf B_{xc}$, is zero, and the assumption made at the start reproduces itself. This shows that such a solution is consistent, not that it is stable or lowest in energy; a magnetic solution may lie below it.

With an odd number of electrons one orbital is left without its partner. If the others form filled pairs, the total spin density has, for two-component spinors, the magnitude $\rho$ of that orbital (with four components $|\psi^\dagger\beta\boldsymbol\Sigma\psi|$ is in general smaller than $\rho$). A functional that responds to it produces a field $\mathbf B_{xc}$, which can split the Kohn–Sham pairs. The degeneracy of the interacting system in Remark 2 is not affected, since it concerns the many-electron states and not the orbital energies.

## Computed values

```
Units: energy hbar*w0, length l0, density 1/l0^2, current w0/l0
w = 1.5, q = 0.05, f = 0.3, alpha = 0.6 (oscillator units)
basis functions per direction: 20; oscillator frequency 1.4 w0
doublet 1 energies: 0.935983 0.935983 hbar*w0
doublet 2 energies: 1.992748 1.992748 hbar*w0
doublet 3 energies: 2.623960 2.623960 hbar*w0
largest splitting inside a doublet: 3.2e-14 hbar*w0
largest energy change, 16 to 20 functions: 1.8e-09 hbar*w0
<sigma_z> of the two members: +0.64399 -0.64399
|<second member|T first member>| = 1.0000000000
probe point: x = 0.5, y = 0.3 l0
first member density: 0.17603 1/l0^2
first member s_x s_y s_z: -0.11980 -0.06521 +0.11127 1/l0^2
first member canonical j_x j_y: -0.01524 +0.03878 w0/l0
first member spin-orbit j_x j_y: +0.03913 -0.07188 w0/l0
first member full j_x j_y: +0.02389 -0.03310 w0/l0
second member density: 0.17603 1/l0^2
second member s_x s_y s_z: +0.11980 +0.06521 -0.11127 1/l0^2
second member canonical j_x j_y: +0.01524 -0.03878 w0/l0
second member spin-orbit j_x j_y: -0.03913 +0.07188 w0/l0
second member full j_x j_y: -0.02389 +0.03310 w0/l0
pair density at probe: 0.35205 1/l0^2
pair |s| at probe: 6.7e-16 1/l0^2
pair |j| at probe: 8.9e-16 w0/l0
grid: 61 x 61 points, -5 to 5 l0
largest |s component|, first member: 0.42703 1/l0^2
largest |j component|, first member: 0.05408 w0/l0
largest |s component|, filled pair: 2.0e-15 1/l0^2
largest |j component|, filled pair: 1.4e-15 w0/l0
largest |spin current component|, pair: 0.09166 w0/l0
largest |div j|, full current: 1.4e-07 w0/l0^2
largest |div j|, canonical part only: 0.02956 w0/l0^2
b = 0.01: computed splitting 0.0128792 hbar*w0
b = 0.01: first-order splitting 0.0128797 hbar*w0
b = 0.1: largest |s component|, two states: 0.03272 1/l0^2
3 spins: largest splitting in a pair 3.6e-15 coupling units
4 spins: smallest level spacing 0.31083 coupling units
```
